# Linear extrapolation and the threshold of a power-law thin-film transistor

**The argument under review**

The argument concerns an n-type thin-film transistor measured in its linear region, with drain voltage $V_D=0.1$ V and the gate voltage $V_G$ swept to 20 V. It runs as follows.

"In the linear region the drain current is proportional to the overdrive. A straight line laid along the transfer curve therefore meets the voltage axis at the threshold voltage, once the usual $V_D/2$ has been subtracted. The mobility of this device does rise with gate voltage, as a power of the overdrive, but mobility sets the slope of the line and threshold sets its intercept, so the two can be read separately. The fits are excellent: $R^2=0.9990$ between 5 and 10 V, and $R^2=0.9999$ between 15 and 20 V. The first gives a threshold of 2.42 V and the second 4.77 V. Since each fit is reliable, the threshold must have moved by 2.35 V during the sweep, presumably because charge was trapped."

The curve in question was computed from a model whose threshold is fixed at 1.00 V and which contains no trapping during the sweep. The inference therefore fails somewhere. The questions are which step fails, what the intercept does measure, and how the threshold can be recovered.

**What the admitted mobility law says about the current**

Let $V_T$ be the true threshold, meaning the gate voltage at which the above-threshold power law extrapolates to zero. It is not the onset of the small subthreshold current, which this model omits. Let $C$ be the gate capacitance per area, $W$ and $L$ the channel width and length, and $V$ the channel potential relative to the source. The local overdrive is $u=V_G-V_T-V$, and the mobile charge is counted as $Cu$ per area. The mobility law is

$$\mu(u)=\mu_{\rm ref}\left(\frac{u}{V_{\rm ref}}\right)^{\gamma},\qquad \gamma>-1 .$$

The local sheet conductance is then $Cu\,\mu(u)=C\mu_{\rm ref}u^{1+\gamma}/V_{\rm ref}^{\gamma}$. It carries the power $1+\gamma$ because both the charge and the mobility depend on $u$.

In the gradual-channel approximation the current is the integral of this conductance over the channel potential. For now the contacts have no resistance. With $K=(W/L)C\mu_{\rm ref}/V_{\rm ref}^{\gamma}$ and $p=1+\gamma$,

$$I=K\int_0^{V_D}(V_G-V_T-V)^p\,dV .$$

Measure the potential from its middle value, $V=V_D/2+s$, and define the mid-channel overdrive

$$m=V_G-V_T-\frac{V_D}{2}.$$

The integrand becomes $(m-s)^p$, with $s$ running from $-V_D/2$ to $V_D/2$. For $m\gg V_D/2$ it may be expanded:

$$(m-s)^p=m^p-p\,m^{p-1}s+\frac{p(p-1)}{2}m^{p-2}s^2-\dots$$

The odd terms integrate to zero over the symmetric interval. The quadratic term uses $\int s^2ds=V_D^3/12$. Hence

$$I=KV_Dm^p\left[1+\frac{p(p-1)V_D^2}{24\,m^2}+\dots\right].$$

This is the origin of the $V_D/2$: it moves the reference from the source end of the channel to its middle. To leading order the current is $KV_Dm^{1+\gamma}$, which is proportional to the overdrive for $\gamma=0$ alone. "Linear region" describes the dependence on $V_D$, not on $V_G$. The first sentence of the argument takes one for the other.

**Where the tangent lands**

The tangent at a chosen $V_G$ has slope $g_m=dI/dV_G$. Setting its height $I+g_m(V-V_G)$ to zero gives the intercept

$$V_{\rm int}=V_G-\frac{I}{g_m}.$$

Since $dm/dV_G=1$, the leading-order current gives $g_m=KV_D\,p\,m^{p-1}$, so $I/g_m=m/p$. Substituting $V_G=V_T+V_D/2+m$,

$$V_{\rm int}=V_T+\frac{V_D}{2}+m\left(1-\frac{1}{1+\gamma}\right)
=V_T+\frac{V_D}{2}+\frac{\gamma}{1+\gamma}\,m .$$

After $V_D/2$ is subtracted, the intercept still exceeds the threshold by the fraction $\gamma/(1+\gamma)$ of the overdrive at the point of tangency. The separation claimed in the argument, slope for mobility and intercept for threshold, holds for a constant mobility. A mobility that varies with $V_G$ bends the curve, and a tangent to a bent curve has an intercept that depends on where it is drawn.

The limits show the meaning. For $\gamma=0$ the excess vanishes and the method works. For $\gamma=1$ the curve is a parabola and the tangent lands halfway between the threshold and the point of tangency. For $-1<\gamma<0$ the curve bends downward and the intercept, less $V_D/2$, lies below $V_T$.

The size of the neglected term follows from the bracket in the current. Write $a=p(p-1)V_D^2/24$, so that $\ln I={\rm const}+p\ln m+a/m^2$ to this order. Then

$$\frac{g_m}{I}=\frac{p}{m}-\frac{2a}{m^3},\qquad
\frac{I}{g_m}\approx\frac{m}{p}+\frac{2a}{p^2m}.$$

With $2a/p^2=\gamma V_D^2/[12(1+\gamma)]$, the intercept changes by

$$\delta V_{\rm int}=-\frac{\gamma V_D^2}{12(1+\gamma)m}.$$

For $\gamma=0.3$, $V_D=1$ V and $V_G=5$ V, where $m=3.5$ V, this is $-5.49$ mV. The exact integral of the local law gives $-5.51$ mV (the finite-difference slope used in the numerical output gives $-5.52$ mV). At the 0.1 V used in the measurement the term is about 0.05 mV, so finite drain voltage does not explain the discrepancy.

**The numbers of the disputed curve**

The model has $V_T=1.00$ V, $\gamma=0.30$, $W/L=100\ \mu{\rm m}/10\ \mu{\rm m}$ and a 100 nm oxide of relative permittivity 3.9, which gives $C=34.53$ nF/cm². The mobility is 10 cm²/Vs at 10 V overdrive. At $V_G=20$ V,

$$m=20-1-0.05=18.95\ {\rm V},\qquad
\frac{I}{g_m}=\frac{7.927\ \mu{\rm A}}{0.5438\ \mu{\rm S}}=14.58\ {\rm V}.$$

The raw intercept is $20-14.58=5.42$ V, or 5.37 V after subtracting $V_D/2$. The formula gives the same: $1+0.2308\times18.95=5.37$ V. Along the sweep:

| $V_G$ (V) | $m$ (V) | $V_{\rm int}-V_D/2$ (V) | excess (V) |
|---|---|---|---|
| 5 | 3.95 | 1.91 | 0.91 |
| 10 | 8.95 | 3.07 | 2.07 |
| 15 | 13.95 | 4.22 | 3.22 |
| 20 | 18.95 | 5.37 | 4.37 |

The apparent threshold climbs by 0.23 V for each volt of gate voltage while the true one stays put. A further consequence can be checked against the curve itself. The tangent drawn at 20 V predicts no current below 5.42 V, yet the current at 5 V is 1.03 µA.

**Why an excellent fit proves so little**

For any smooth transfer curve, differentiating $V_{\rm int}=V_G-I/I'$ gives

$$\frac{dV_{\rm int}}{dV_G}=1-\frac{(I')^2-I\,I''}{(I')^2}=\frac{I\,I''}{(I')^2},$$

where primes denote derivatives with respect to $V_G$. With $I>0$, the intercept is constant over an interval only if $I''=0$ throughout it. For the power law the right side is $p(p-1)/p^2=\gamma/(1+\gamma)$, in agreement with the table. The curvature is multiplied by the full current $I$, because the tangent is carried all the way down to zero current. A fit inside a narrow window has no such lever.

The comparison can be made quantitative. Take a window of half-width $h$ centred at overdrive $m_0$, and let $x$ be the distance from its centre. To second order $I=I_0+I'x+\tfrac12I''x^2$. For uniformly spread points, $x$ has variance $h^2/3$. The square $x^2$ has variance $h^4/5-h^4/9=4h^4/45$ and is uncorrelated with $x$. The best line therefore leaves the variance of the quadratic term as its residual, and

$$1-R^2\approx\frac{\tfrac14(I'')^2\,(4h^4/45)}{(I')^2\,h^2/3}
=\frac{h^2}{15}\left(\frac{I''}{I'}\right)^2=\frac{\gamma^2h^2}{15\,m_0^2},$$

where $I''/I'=\gamma/m$ was used. This is small for three reasons: $\gamma$ enters squared, $h/m_0$ enters squared, and there is a factor 1/15. For the window from 5 to 10 V, $h=2.5$ V and $m_0=6.45$ V give $1-R^2\approx0.0009$. The fit has 0.00097. For the upper window, with $m_0=16.45$ V, both the estimate and the fit give 0.00014.

The intercepts of the fits need one more term of the expansion. The mean of $x^2$ is $h^2/3$, so the quadratic term lifts the fitted line above the central tangent by $I''h^2/6$, which lowers the intercept by $(I''/I')h^2/6=\gamma h^2/(6m_0)$. The cubic term $I'''x^3/6$ changes the fitted slope by $I'''h^2/10$. Since $I'''/I'=-\gamma(1-\gamma)/m_0^2$ and the line is carried down over a distance $I_0/I'=m_0/(1+\gamma)$, this lowers the intercept further, at the same order in $h$. Together,

$$\delta V_{\rm fit}\approx-\frac{\gamma h^2}{m_0}\left[\frac16+\frac{1-\gamma}{10(1+\gamma)}\right].$$

For the lower window this gives $1+0.2308\times6.45-0.064=2.42$ V, and for the upper window 4.77 V, both in agreement with the fits. The "shift" of 2.35 V is thus the power law seen through two windows. It is no evidence that $V_T$ moved. It does not say what causes $\gamma>0$. In an amorphous oxide the reversible filling of band-tail traps can itself bend the curve. A classical accumulation layer with constant band mobility and an exponential tail of $10^{20}$ cm⁻³eV⁻¹ and 30 meV width gives an effective $\gamma\approx0.3$ and intercepts about 2.5 V apart in the same two windows. To look for a real shift, one would return to the same window or use a method that removes the curvature. Even in the same window, a change of $\gamma$ or of contact resistance between sweeps can move the intercept while $V_T$ stays fixed, so these must be excluded first.

**The mobility is overestimated as well**

Two mobilities can be formed from the same data:

$$\mu_{g}=\frac{L\,g_m}{WCV_D},\qquad \mu_{\rm eff}=\frac{L\,I}{WCV_D\,m}.$$

Their ratio is $g_m m/I=1+\gamma$. At 20 V they are 15.75 and 12.11 cm²/Vs, a ratio of 1.30. The first is a legitimate differential quantity, the change of sheet conductance per change of charge. It is not the mobility $\mu(u)$ assumed in the model.

The pair taken from the tangent is nevertheless self-consistent at the point of tangency. By construction $g_m(V_G-V_{\rm int})=I$, so

$$\mu_g\,(V_G-V_{\rm int})=\mu_{\rm eff}\,m .$$

In numbers, $15.75\times14.58$ and $12.11\times18.95$ are both about 230 cm²/s. Too high a threshold and too high a mobility together reproduce the current there. Agreement with the measured current at that bias therefore supports neither value.

**Would the maximum of $g_m$ fix the choice?**

A possible reply is that the tangent should be drawn where $g_m$ is largest, which removes the freedom of choice. For the ideal device with $\gamma>0$ it does not, because $g_m\propto m^{\gamma}$ rises without a maximum. The rule then selects the end of the sweep, and the threshold depends on where the operator stopped.

Contact resistance can produce a maximum. Let a constant total resistance $R$ be split equally between source and drain. The channel ends then sit at $IR/2$ and $V_D-IR/2$. Their mean is still $V_D/2$, so $m$ is unchanged, while the voltage across the channel falls to $V_D-IR$. With channel conductance $G=Km^p$ and $\rho=RG$, to leading order in $V_D/m$,

$$I=G(V_D-IR)\quad\Rightarrow\quad I=\frac{V_DG}{1+\rho}.$$

Taking the logarithmic derivative, and using $\rho'/\rho=G'/G=p/m$,

$$\frac{g_m}{I}=\frac{G'}{G}-\frac{\rho'}{1+\rho}=\frac{p}{m}\,\frac{1}{1+\rho}.$$

Hence $I/g_m=m(1+\rho)/(1+\gamma)$, and

$$V_{\rm int}-\frac{V_D}{2}=V_T+\frac{\gamma-\rho}{1+\gamma}\,m .$$

Resistance bends the curve downward and lowers the intercept, opposing the rising mobility. To find the maximum, multiply the expressions for $I$ and $g_m/I$ to get $g_m=V_DG'/(1+\rho)^2$. Since $G'\propto m^{\gamma}$,

$$\frac{d\ln g_m}{dm}=\frac{\gamma}{m}-\frac{2(1+\gamma)\rho}{m(1+\rho)}=0 .$$

This requires $\gamma(1+\rho)=2(1+\gamma)\rho$, or $\rho=\gamma/(2+\gamma)$. The derivative is positive at smaller $\rho$ and negative at larger, so this is a maximum. Inserting it,

$$V_{\rm int}-\frac{V_D}{2}=V_T+\frac{m}{1+\gamma}\left(\gamma-\frac{\gamma}{2+\gamma}\right)=V_T+\frac{\gamma}{2+\gamma}\,m .$$

The excess is smaller than before but still proportional to overdrive, and the overdrive at the maximum depends on the device. At fixed $R$, the condition $RKm^{1+\gamma}=\gamma/(2+\gamma)$ with $K\propto1/L$ gives $m\propto L^{1/(1+\gamma)}$.

Take a width-normalized contact resistance of 20 Ω cm, which is 2000 Ω for this width. For $L=10$ µm the maximum lies at $V_G=17.36$ V, and the apparent threshold is $1+0.1304\times16.31=3.13$ V. For $L=5$ µm, with everything else held fixed, the maximum lies at 10.62 V and the apparent threshold is 2.25 V. Halving the channel length has lowered the reading by 0.88 V, although both devices have $V_T=1$ V. This could be misread as a short-channel effect on the threshold.

At $\rho=\gamma$ the two errors cancel. For $L=5$ µm this happens at $V_G=19.21$ V, where the intercept less $V_D/2$ is 1.00 V. That is a coincidence of one bias and one resistance; at higher bias the intercept falls below the true threshold.

**An extraction that respects the power law**

If contact resistance is negligible, $I/g_m=m/(1+\gamma)$ is itself a straight line in $V_G$. Its slope gives $\gamma$ and its zero lies at $V_T+V_D/2$. Applied to the ideal curve between 6 and 19.5 V, it returns 1.00 V and 0.300. Applied to the 10 µm device with contacts it returns 1.96 V and 0.086, because the factor $1+\rho$ bends the line.

A constant $R$ can be eliminated by forming

$$z=\frac{I^2}{g_m}=I\,\frac{I}{g_m}
=\frac{V_DG}{1+\rho}\;\frac{m(1+\rho)}{1+\gamma}
=\frac{V_DK}{1+\gamma}\,m^{2+\gamma}.$$

The factors $1+\rho$ cancel. Integrating from below threshold and dividing by $z$ removes the prefactor as well:

$$\frac{1}{z}\int z\,dV_G=\frac{m^{3+\gamma}/(3+\gamma)}{m^{2+\gamma}}=\frac{m}{3+\gamma}.$$

This is again a line with its zero at $V_T+V_D/2$, and its slope $b$ gives $\gamma=1/b-3$. From the contacted curve, sampled every 0.1 V without noise and fitted between 6 and 19.5 V, it returns 0.998 V and 0.300.

The region just above threshold, where the expansion in $V_D/m$ fails, carries little weight. The part of the integral below $m=1$ V is a fraction $(1/5)^{3.3}\approx0.5\%$ of the integral up to $m=5$ V. The price is sensitivity to the slope: a 1% error in $b$ changes $1/b\approx3.3$ by 0.033, about a tenth of $\gamma$ itself. If the line pivots about the middle of the fitted window, where $m=11.7$ V, the same error moves its zero, and so the threshold, by about 0.12 V. Noise matters because $g_m$ is in the denominator. With plain central differences on the 0.1 V grid, 0.1% random noise in the current gives $V_T=1.07\pm0.07$ V, and 0.3% makes the result useless ($1.9\pm1.0$ V), so measured data must be smoothed first. The integral must also start above any off-current plateau, where $g_m\to0$ makes $z$ diverge. The method assumes the pure power law as well: a mobility roll-off $1/(1+0.01\,m/{\rm V})$ returns 1.06 V and 0.26.

The cancellation needs a constant $R$. From $I=V_D/(R+1/G)$, a gate-dependent resistance gives

$$g_m=\frac{I^2}{V_D}\left(\frac{G'}{G^2}-R'\right),\qquad z=\frac{V_D}{G'/G^2-R'} .$$

A resistance that falls with gate voltage, $R'<0$, thus lowers $z$ and in general spoils the power law. The line should be inspected for curvature, and devices of several lengths compared, before its zero is called a threshold. A straight line alone is not enough: a gate-dependent resistance can displace the zero while leaving little visible curvature. A resistance falling linearly from 4000 Ω at 0 V to 2000 Ω at 20 V returns 1.37 V and $\gamma=0.13$ from a line with $R^2=0.9997$.

**How far the example stands from a real device**

The parameters are rough values in the regime of amorphous In-Ga-Zn-O transistors on silicon dioxide, for which a mobility near 10 cm²/Vs is typical. The values of $\gamma$, $V_T$ and contact resistance vary with processing and were chosen as round numbers. Of the effects sized here, contact resistance moves the result most: at 20 V and $L=10$ µm it lowers $V_{\rm int}-V_D/2$ from 5.37 to 3.06 V. The exponent is next. If $\gamma$ were 0.35 instead of 0.30, as a change of temperature or process might cause, the ideal intercept at 20 V would rise by 0.54 V. The model also holds $V_T$ fixed while the channel fills. An estimate with all charge free in one subband of a triangular well (effective mass 0.34 electron masses, permittivity 10, 300 K) gives a surface-potential drift of 0.18 V between 5 and 20 V. A self-consistent treatment with all subbands, in which only 55 to 79% of the charge is in the lowest one, lowers this to 0.17 V. The ideal intercept drifts by 3.46 V over the same range. With the whole gate voltage across the oxide, its field is 2 MV/cm, well below the roughly 10 MV/cm at which good silicon dioxide breaks down. Tunnelling through an ideal oxide, estimated with a rough 3 eV barrier, is tens of orders of magnitude below the drain current; leakage through defects is not included. Self-heating is about 0.08 K for a rough thermal resistance of $10^5$ K/W. Hysteresis, bias stress and gate-dependent contacts are not included, and any of them may matter in a given device.

**Recommendation**

The claim of a 2.35 V threshold shift should be withdrawn, since a fixed threshold with $\gamma=0.3$ accounts for both fits. If a linear extrapolation is still reported, the gate voltage or window at which it was made must accompany it, and devices should be compared at equal overdrive, with equal $\gamma$ and equal $\rho$, and, if windows are fitted, with equal window width. Under those conditions the excess is common to them and differences of intercept do represent differences of $V_T$. The overdrive need not be known beforehand: for devices with the same $K$, $\gamma$ and $R$, equal drain current at the same $V_D$ means equal overdrive. Equal gate voltage does not suffice: for ideal contacts and equal $\gamma$, $V_{\rm int}-V_D/2$ contains $V_T$ with weight $1-\gamma/(1+\gamma)=1/(1+\gamma)$, so a true difference of 1 V would appear as 0.77 V. The numerical output below lists the computed values from which most of the numbers in this comment follow.

## Numbers as computed

```
True threshold VT = 1.00 V, gamma = 0.30
Drain voltage = 0.10 V, largest gate voltage = 20 V
W = 100 um, L = 10 um
Oxide 100 nm, relative permittivity 3.9
Oxide capacitance = 34.53 nF/cm2
Mobility 10 cm2/Vs at overdrive 10 V
gamma/(1+gamma) = 0.2308
Ideal contacts; intercepts below have VD/2 subtracted
VG 5 V: overdrive m 3.95 V, I 1.032 uA, gm 0.3397 uS
   intercept 1.911 V, excess over VT 0.911 V
VG 10 V: overdrive m 8.95 V, I 2.989 uA, gm 0.4342 uS
   intercept 3.065 V, excess over VT 2.065 V
VG 15 V: overdrive m 13.95 V, I 5.323 uA, gm 0.4961 uS
   intercept 4.219 V, excess over VT 3.219 V
VG 20 V: overdrive m 18.95 V, I 7.927 uA, gm 0.5438 uS
   intercept 5.373 V, excess over VT 4.373 V
Intercept drift per volt of VG = 0.2308 V/V
VD = 1 V, VG = 5 V: next correction -5.52 mV
   its formula -5.49 mV
Line fit 5-10 V: intercept 2.421 V, R2 0.99903
Line fit 15-20 V: intercept 4.770 V, R2 0.99986
At 20 V: mobility from gm 15.75 cm2/Vs
   effective mobility 12.11 cm2/Vs
Contact resistance 20 ohm cm = 2000 ohm
rho at 20 V, L = 10 um: 0.1585
Intercept at 20 V with contacts 3.062 V
gamma/(2+gamma) = 0.1304
L 5 um: gm maximum at VG 10.62 V, apparent threshold 2.248 V
L 10 um: gm maximum at VG 17.36 V, apparent threshold 3.127 V
L 5 um: errors cancel at VG 19.21 V, intercept 1.000 V
I/gm line, ideal contacts: VT 1.000 V, gamma 0.300
I/gm line, with contacts: VT 1.962 V, gamma 0.086
I^2/gm integral line, with contacts: VT 0.998 V, gamma 0.300
gamma raised by 0.05: intercept at 20 V moves 0.540 V
Rough inputs: T 300 K, mass 0.34 m_e, channel permittivity 10
Surface-potential drift, VG 5 to 20 V: 0.181 V
Largest oxide field = 2.00 MV/cm
Rough barrier 3.0 eV, oxide mass 0.42 m_e
log10(tunnel leakage / drain current) = -43
Self-heating at rough 1e+05 K/W: 0.079 K
```
